# Exciton absorption near a direct gap from the Coulomb Green's function, part 2

A semiconductor has two isotropic parabolic bands with direct gap $E_g$, reduced mass $\mu$ and a constant dipole matrix element $d$. Electron and hole attract through $-e^2/(4\pi\epsilon_0\epsilon_b r)$. We seek the lines and continuum of $\epsilon_2$, and whether they join at the gap, without broadening and with a Lorentzian half width $\Gamma$.

Lengths are in $a=4\pi\epsilon_0\epsilon_b\hbar^2/(\mu e^2)$ and energies, counted from the gap, in $R=\hbar^2/(2\mu a^2)$, so $H=-\nabla^2-2/r$. Let $g(\mathbf r,\mathbf r';z)=\langle\mathbf r|(H-z)^{-1}|\mathbf r'\rangle$, $\kappa=\sqrt{-z}$ $(\mathrm{Re}\,\kappa>0)$, $\nu=1/\kappa$ and $E=(\hbar\omega-E_g)/R$. Then

$$\epsilon_2=2\pi C\rho(E),\qquad C=\frac{d^2}{\epsilon_0Ra^3},\qquad \rho(E)=\sum_\lambda|\phi_\lambda(0)|^2\delta(E-E_\lambda).\tag{2}$$

Here $\phi$ is the relative wave function, with Fourier amplitudes $A(\mathbf k)$. If the resonant part of the susceptibility $\chi$ is small against $\epsilon_b$, then $\alpha=\omega\epsilon_2/(n_bc)$.

With $\psi$ the digamma function, $\gamma$ Euler's constant and $Q$ an integral needed only to derive (4),

$$\psi(1-\nu)=-\gamma-\sum_{n\ge1}\left[\frac1{n-\nu}-\frac1n\right],\qquad Q=\nu-\nu\,[\psi(1-\nu)+\gamma].\tag{3}$$

$$g(r,0;z)=\frac{1}{4\pi}\left[\frac1r-2\ln 2r-4\gamma+2\right]+g_{\rm reg}(z)+O(r\ln r),$$

$$g_{\rm reg}(z)=-\frac1{2\pi}\left[\psi(1-\nu)-\ln\nu+\frac1{2\nu}\right].\tag{4}$$

The real constant in the bracket is conventional. For real $z_0$ below the spectrum,

$$g_{\rm reg}(z)-g_{\rm reg}(z_0)=\int\rho(E')\left[\frac1{E'-z}-\frac1{E'-z_0}\right]dE'=\int\frac{\rho(E')\,(z-z_0)\,dE'}{(E'-z)(E'-z_0)}.\tag{5}$$

The broadened spectrum is $\rho_\Gamma(E)=\mathrm{Im}\,g_{\rm reg}(E+i\Gamma)/\pi$, which becomes $\rho$ for $\Gamma\to0$. The lines lie at $E_n=-1/n^2$ with weights $|\phi_n(0)|^2=1/(\pi n^3)$. The radial equation is $u''=(\kappa^2-2/r)u$, with $g=u/(4\pi r)$.

A faulty attempt kept only $-\psi(1-\nu)/(2\pi)$. It lost $k/(4\pi^2)+1/(4\pi)$ from the continuum $\rho$ at $E=k^2$, and gave the threshold value $1/(4\pi)$. The free-pair density is $k/(4\pi^2)$. The length $r_0$ is of the size of the lattice constant.

The example has $\mu=0.05\,m_e$, $\epsilon_b=10$, $n_b=\sqrt{\epsilon_b}$, $E_g=1.5$ eV, $d/e=0.5$ nm and $\Gamma=0.02\,R$.

### (c) Continuum

For $z=k^2+i0$, $\kappa=-ik$ and $\nu=iy$ with $y=1/k$. In (3), $1/(n-iy)=(n+iy)/(n^2+y^2)$, so $\mathrm{Im}\,\psi(1-iy)=-\sum_ny/(n^2+y^2)$. The sum follows from

$$\pi\cot\pi w=\frac1w+\sum_{n\ge1}\frac{2w}{w^2-n^2},\tag{6}$$

which holds because the difference of the two sides is free of poles, periodic and bounded, hence constant, and odd, hence zero. At $w=iy$ the left side is $-i\pi\coth\pi y$ and the right side is $-i/y-2i\sum_ny/(n^2+y^2)$. Therefore

$$\mathrm{Im}\,\psi(1-iy)=\frac1{2y}-\frac\pi2\coth\pi y=\frac k2-\frac\pi2\coth\frac\pi k .$$

The other terms of (4) give $\mathrm{Im}(-\ln\nu)=-\pi/2$ and $\mathrm{Im}\,[1/(2\nu)]=\mathrm{Im}(-ik/2)=-k/2$. The terms $\pm k/2$ cancel, and $\mathrm{Im}\,g_{\rm reg}=\tfrac14[1+\coth(\pi/k)]$. Since $1+\coth x=2e^x/(e^x-e^{-x})=2/(1-e^{-2x})$, the complete spectrum is

$$\rho(E)=\sum_{n\ge1}\frac{\delta(E+1/n^2)}{\pi n^3}+\frac{\theta(E)}{2\pi\left[1-e^{-2\pi/k}\right]},\qquad k=\sqrt E .\tag{7}$$

Multiplying by $4\pi^2$ and using $2\pi/(1-e^{-2\pi/k})=\pi e^{\pi/k}/\sinh(\pi/k)$ gives Elliott's formula,

$$4\pi^2\rho=4\pi\sum_n\frac{\delta(E+1/n^2)}{n^3}+\theta(E)\,\frac{\pi e^{\pi/k}}{\sinh(\pi/k)} .$$

By (2), line $n$ has the area $2C/n^3$ in $\epsilon_2$, in units of $R$, and $\epsilon_2=C$ at threshold.

The continuum is the free density times the Sommerfeld factor, $\rho=(k/4\pi^2)S$ with $S=\eta/(1-e^{-\eta})$ and $\eta=2\pi/k$. For small $k$, $S\approx2\pi/k$ cancels the factor $k$, and $\rho=(2\pi)^{-1}(1+e^{-2\pi/k}+\dots)$. The free edge $\sqrt E$ is replaced by a finite threshold value $1/(2\pi)$, and the correction vanishes with all its derivatives at $E=0^+$. The step is the flat start of a continuum that keeps rising. For large $k$, $S=1+\eta/2+\eta^2/12+O(\eta^4)$, so

$$\rho=\frac{k}{4\pi^2}+\frac1{4\pi}+\frac1{12k}+\dots$$

The ratio to the free density tends to one, while the difference tends to the constant $1/(4\pi)$. The first two terms are the ones the attempt lost. They also account for the divergences. Cutting the unsubtracted sum at $E'=K^2$ gives $\int\rho\,dE'/E'=\int2\rho\,dk/k=K/(2\pi^2)+(\ln K)/(2\pi)+\dots$. With $K\sim1/r$ these match the $1/r$ term in form and the term $-2\ln r/(4\pi)$ in form and coefficient.

### (c) Merging without broadening

Assign to line $n$ the energy cell $n-\tfrac12<\nu<n+\tfrac12$. Its width is

$$\frac1{(n-\frac12)^2}-\frac1{(n+\frac12)^2}=\frac{2n}{(n^2-\frac14)^2}.$$

The weight divided by the width is

$$\bar\rho_n=\frac{(n^2-\frac14)^2}{2\pi n^4}=\frac1{2\pi}\left(1-\frac1{4n^2}\right)^2\longrightarrow\frac1{2\pi}=\rho(0^+).$$

The averaged absorption is continuous through the gap. The powers $n^{-3}$ in the weight and in the spacing cancel, and the remaining constant equals the threshold value.

### (c) Merging with broadening

The series for $\psi$ gives $\psi(1-\nu)-\psi(\nu)=1/\nu+\sum_n[1/(n+\nu)-1/(n-\nu)]$, which by (6) is $\pi\cot\pi\nu$. Then (4) becomes, exactly,

$$g_{\rm reg}=-\frac12\cot\pi\nu-\frac{s(\nu)}{2\pi},\qquad s(\nu)=\psi(\nu)-\ln\nu+\frac1{2\nu}.\tag{8}$$

All poles are in the cotangent, because $\psi(\nu)$ is regular for $\mathrm{Re}\,\nu>0$. The function $s$ is small at large $|\nu|$. The series gives $\psi(\nu+1)=\psi(\nu)+1/\nu$, hence

$$s(\nu+1)-s(\nu)=\frac1\nu-\ln\left(1+\frac1\nu\right)+\frac1{2(\nu+1)}-\frac1{2\nu}=\frac1{6\nu^3}-\frac1{4\nu^4}+\dots$$

The function $-1/(12\nu^2)$ has the same difference through both orders, since $(\nu+1)^{-2}-\nu^{-2}=-2\nu^{-3}+3\nu^{-4}+\dots$. Also $s\to0$ at infinity: cutting the series for $\psi(\nu)$ at $M$ terms, the first sum tends to $\gamma+\ln M$ and the second is $\ln[(M+\nu)/\nu]+O(1/\nu)$, so $\psi(\nu)=\ln\nu+O(1/\nu)$. Summing the differences from $\nu$ outward gives $s=-1/(12\nu^2)+O(\nu^{-4})=z/12+O(z^2)$, with real coefficients.

Put $\nu=\nu'+i\nu''$. From $\cot(A+iB)=(\sin2A-i\sinh2B)/(\cosh2B-\cos2A)$ and $\mathrm{Im}\,s\approx\Gamma/12$,

$$2\pi\rho_\Gamma=\frac{\sinh2\pi\nu''}{\cosh2\pi\nu''-\cos2\pi\nu'}-\frac{\Gamma}{12\pi}+\dots\tag{9}$$

The first term is exact and the second is the leading order in $z$. Below the gap let $E=-1/\nu_0^2$. Then $\nu=\nu_0(1-i\Gamma\nu_0^2)^{-1/2}=\nu_0+\tfrac i2\Gamma\nu_0^3-\tfrac38\Gamma^2\nu_0^5+\dots$ for $\Gamma\nu_0^2\ll1$. To first order in $\Gamma$, $\nu'=\nu_0$ and $\nu''=\Gamma\nu_0^3/2$. With $\sinh2b/(\cosh2b-1)=\coth b$ and $\sinh2b/(\cosh2b+1)=\tanh b$, and without the small last term of (9),

$$2\pi\rho_\Gamma\approx\coth\frac{\pi\Gamma n^3}{2}\ \ (\nu_0=n),\qquad 2\pi\rho_\Gamma\approx\tanh\frac{\pi\Gamma(n+\frac12)^3}{2}\ \ (\nu_0=n+\tfrac12).\tag{10}$$

For $\pi\Gamma n^3\ll1$ the first form tends to $\rho_\Gamma=1/(\pi^2n^3\Gamma)$, the peak of an isolated Lorentzian of weight $1/(\pi n^3)$. For large $\nu''$ the first term of (9) is $1+2e^{-2\pi\nu''}\cos2\pi\nu'+\dots$, and $2\pi\nu''\approx(\nu_0/n^*)^3$ with $n^*=(\pi\Gamma)^{-1/3}$. The ripples about the step height have fallen to the order of the step height itself near $n^*$ and die as $2\exp[-(\nu_0/n^*)^3]$ beyond it, as long as $\Gamma\nu_0^2\ll1$.

At the gap itself $z=i\Gamma$, $\kappa=\sqrt\Gamma e^{-i\pi/4}$ and $\nu''=1/\sqrt{2\Gamma}$. For $\Gamma\ll1$ the ripple $2e^{-2\pi\nu''}$ is negligible, and the $z^2$ term of $s$ is real, so

$$\rho_\Gamma(0)=\frac1{2\pi}-\frac{\Gamma}{24\pi^2}+O(\Gamma^3).$$

An isolated step broadened by a symmetric line shape has half its height at the edge. Here the value is the full height, because the merged lines supply the other half. The broadened spectrum of this model has no edge at $E_g$. When $\Gamma$ is small enough that several lines are resolved, the visible onset is the 1s line, which lies $R$ below the gap, and the gap is obtained by fitting the positions of the resolved peaks of $\epsilon_2$ to the series $E_g-R/n^2$. The peaks of $\alpha$ can be displaced from these where $\epsilon_2$ is not small against $\epsilon_b$.

### (d) Numbers

The units scale from the hydrogen values as $R=\mathrm{Ry}\,(\mu/m_e)/\epsilon_b^2=\mathrm{Ry}\times0.05/100=6.803$ meV and $a=a_0\,\epsilon_b m_e/\mu=200\,a_0=10.58$ nm. The 1s line lies at $1.5-0.0068=1.4932$ eV. From $e^2/(4\pi\epsilon_0\epsilon_ba)=2R$ follows $e^2/(\epsilon_0Ra)=8\pi\epsilon_b$, so

$$C=8\pi\epsilon_b\left(\frac{d/e}{a}\right)^2=8\pi\times10\times\left(\frac{0.5}{10.5835}\right)^2=0.561 .$$

As a value of (4), take $\nu=\tfrac12$, that is $E=-4R$, where $\psi(\tfrac12)=-1.963510$, $\ln\nu=-0.693147$ and $1/(2\nu)=1$:

$$g_{\rm reg}=-(-1.963510+0.693147+1)\times0.159155=0.0430296\ \ (Ra^3)^{-1}.$$

Integrating the radial equation numerically and matching at $r=a/2$ to the two series solutions about the origin, one of which contains a logarithm, gives the same digits without any use of $\psi$.

The lines are listed with the weight in $a^{-3}$, the cell mean relative to the step height $1/(2\pi)=0.159155\ (Ra^3)^{-1}$, and the area $2C/n^3$ in $R$.

| $n$ | weight | cell mean / step | area |
|---|---|---|---|
| 1 | 0.318310 | 0.5625 | 1.122 |
| 2 | 0.039789 | 0.8789 | 0.140 |
| 3 | 0.011789 | 0.9452 | 0.0416 |
| 4 | 0.004974 | 0.9690 | 0.0175 |
| 5 | 0.002546 | 0.9801 | 0.0090 |

Diagonalising $H$ on a grid gives $0.318326$ for $n=1$, and the program asserts agreement to $10^{-3}$ relative to the residue for all five lines.

In the continuum, with $k$ in $1/a$ and $\rho$ in $(Ra^3)^{-1}$, $\rho=0.159155$ at both $k=0.2$ and $k=0.5$, equal to the step height in all six digits. At $k=1$ it is $0.025330\times6.2949=0.15945$, and at $k=2$ it is $0.050661\times3.2835=0.1663$. At $k=0.2$ the free density is $0.005066$ and the enhancement is $S=31.4$. The energy-normalised regular solution on the real axis reproduces these values to $10^{-5}$ relative to (7), which excludes the threshold $1/(4\pi)$ of the attempt by a route that involves no subtraction.

For $\Gamma=0.02\,R$ the broadened spectrum, relative to the step height, was computed from the spectral sum (5) and is compared with (10).

| $\nu_0$ | $\pi\Gamma\nu_0^3/2$ | $2\pi\rho_\Gamma$ | estimate (10) |
|---|---|---|---|
| 1 | 0.0314 | 31.84 | 31.84 |
| 1.5 | 0.1060 | 0.1050 | 0.1056 |
| 2 | 0.2513 | 4.063 | 4.062 |
| 2.5 | 0.4909 | 0.4514 | 0.4549 |
| 3 | 0.8482 | 1.4465 | 1.4490 |
| 3.5 | 1.3470 | 0.8733 | 0.8733 |
| 4 | 2.0106 | 1.0276 | 1.0365 |

Here $n^*=2.515$. At $\nu_0=2.5$, between the lines $n=2$ and $n=3$, the spectrum is still at only $0.45$ of the step, so $n^*$ marks the start of the merging and not its end. The line $n=3$ is a bump of $45\%$ above the step, and at the position of $n=4$ the excess is under $3\%$. The estimate is within $1\%$ of the computed $\rho_\Gamma$ in every row, but it is poor for the small ripple at $\nu_0=4$, where it gives an excess $0.0365$ against $0.0276$. Since (8) is exact, the discrepancy consists of what (10) drops: the term in $s$ and the higher orders of $\nu$ in $\Gamma\nu_0^2$, which grow with $\nu_0$. Two of these work against each other. The second-order term moves $\nu'$ off the integer and lowers the cosine in (9); alone it would bring the excess down to $0.020$. The third-order term lowers $\nu''$ and raises the ripple again. The exact value $\nu=3.857+0.602\,i$, in place of $4+0.640\,i$, gives $0.0281$ for the first term of (9) minus one, and the last term, $-0.0005$, leaves $0.0276$.

At the gap $\nu''=1/\sqrt{0.04}=5$ and $\rho_\Gamma(0)=0.159155-0.000084=0.159071\ (Ra^3)^{-1}$. Free pairs, with $g_{\rm reg}=-\kappa/(4\pi)$, would give $\sqrt{\Gamma/2}/(4\pi^2)=0.002533\ (Ra^3)^{-1}$ there.

At threshold $\epsilon_2=0.561\ll\epsilon_b$, and $\alpha=E_gC/(\hbar c\,n_b)$ with $n_b=3.1623$ gives $\alpha=1.35\times10^4\ \mathrm{cm}^{-1}$. Using the full square root instead of its first-order form changes this by the factor $0.9996$, in line with the next term $1-\epsilon_2^2/(8\epsilon_b^2)$ of the expansion. This takes $\epsilon_b$ as the whole real part at threshold, including the real constant left open in (4), and uses one value for the screening and for the optical background. At the broadened 1s peak $\epsilon_2=0.5609\times31.84=17.9$ exceeds $\epsilon_b$, so $\alpha$ is not proportional to $\epsilon_2$ there. At least the full complex index, including the resonant real part of $\chi$, is then needed. For a line this strong and narrow even a local index is not enough, as noted below.

### Where the result fails

Equation (7) is exact for $H$, and its use for a crystal rests on the assumptions of the problem. It needs $a\gg r_0$, since otherwise $d(\mathbf k)$, the band shape and the screening change on the scale of the exciton; the s states are the most exposed to such short-range changes, in their energies as well as in their amplitudes at the origin, since a weak short-range potential shifts an s level in first order in proportion to $|\phi(0)|^2$. It holds for $|\hbar\omega-E_g|\ll E_g$ and within the parabolic part of the bands, so the $\sqrt E$ rise at large $E$ does not continue indefinitely. If $d$ vanishes at $\mathbf k=0$ and is linear in $\mathbf k$, the sum $\sum d(\mathbf k)A^*(\mathbf k)$ yields $\nabla\phi^*(0)$, so p states absorb and the series starts at $n=2$. The merging depends on the $1/r$ tail, which produces the infinite series; screening by free carriers leaves a finite number of lines. Setting the pair momentum to zero fails at a strong narrow line, where light and exciton mix into polaritons and the kinetic energy of the centre of mass, of mass $M$, makes $\epsilon$ depend on the wave vector. For the 1s line of the example the longitudinal-transverse splitting is $2C/(\pi\epsilon_b)=0.036\,R$, larger than $\Gamma$. Two polariton branches coexist when $\Gamma<2\sqrt{(2C/\pi)D}$, with $D=\hbar^2k_0^2/(2MR)$ and $k_0=\omega/c$. This bound is $0.048$, $0.030$ and $0.021\,R$ for $M=0.2$, $0.5$ and $1\,m_e$, so the absorption at the 1s line does not follow from $\epsilon(\omega)$ alone. A constant $\Gamma$ is a model, and a width that depends on $n$ or a line shape that is not Lorentzian is not described by the shift $z=E+i\Gamma$.

The program that carries out the numerical checks and prints the numbers used above follows, with its output.

## Table of computed values

```
mu = 0.05 m_e, eps_b = 10.0, n_b = 3.1623
E_g = 1.5 eV, d/e = 0.5 nm, G = 0.02 R
R = 6.8028 meV, a = 10.5835 nm
subtracted constant -2ln2-4gamma+2 = -1.695157 1/a
nu = 0.5 (E = -4 R): psi(1-nu) = -1.963510, ln nu = -0.693147
g_reg(nu=0.5) = 0.0430296, ODE 0.0430296 1/(R a^3)
weak-form integral (nu=1.5) = 1.0000000
step height 1/(2 pi) = 0.159155 1/(R a^3)
n=1: E = -1.00000 R, weight 0.318310 (grid 0.318326) 1/a^3
n=1: cell mean/step = 0.56250, eps2 area = 1.12188 R
n=2: E = -0.25000 R, weight 0.039789 (grid 0.039792) 1/a^3
n=2: cell mean/step = 0.87891, eps2 area = 0.14024 R
n=3: E = -0.11111 R, weight 0.011789 (grid 0.011790) 1/a^3
n=3: cell mean/step = 0.94522, eps2 area = 0.04155 R
n=4: E = -0.06250 R, weight 0.004974 (grid 0.004974) 1/a^3
n=4: cell mean/step = 0.96899, eps2 area = 0.01753 R
n=5: E = -0.04000 R, weight 0.002546 (grid 0.002547) 1/a^3
n=5: cell mean/step = 0.98010, eps2 area = 0.00898 R
k=0.2 1/a: rho = 0.159155 (ODE 0.159155), free 0.005066 1/(R a^3), S = 31.4159
k=0.5 1/a: rho = 0.159155 (ODE 0.159155), free 0.012665 1/(R a^3), S = 12.5664
k=1.0 1/a: rho = 0.159453 (ODE 0.159453), free 0.025330 1/(R a^3), S = 6.2949
k=2.0 1/a: rho = 0.166343 (ODE 0.166343), free 0.050661 1/(R a^3), S = 3.2835
nu=1: pi G nu^3/2 = 0.0314, rho_G/step = 31.8418, estimate 31.8415
nu=1.5: pi G nu^3/2 = 0.1060, rho_G/step = 0.1050, estimate 0.1056
nu=2: pi G nu^3/2 = 0.2513, rho_G/step = 4.0631, estimate 4.0623
nu=2.5: pi G nu^3/2 = 0.4909, rho_G/step = 0.4514, estimate 0.4549
nu=3: pi G nu^3/2 = 0.8482, rho_G/step = 1.4465, estimate 1.4490
nu=3.5: pi G nu^3/2 = 1.3470, rho_G/step = 0.8733, estimate 0.8733
nu=4: pi G nu^3/2 = 2.0106, rho_G/step = 1.0276, estimate 1.0365
n* = (pi G)^(-1/3) = 2.515
Im nu at E = 0: 5.0000
rho_G(0) = 0.159071, G/(24 pi^2) = 8.443e-05 1/(R a^3)
free-pair rho_G(0) = 0.002533 1/(R a^3)
C = eps2 at threshold = 0.5609
eps2 at broadened 1s peak = 17.861
1s line at 1.49320 eV
alpha at threshold = 1.3484e+04 1/cm, exact/weak form = 0.99961
```
